# Taut's Two-Electron Dot and Its Slow Configuration-Interaction Convergence: verification in Python

```python
"""
Two electrons in a two-dimensional parabolic dot, effective Hartree units:
    H = sum_i (-Laplacian_i/2 + omega^2 r_i^2/2) + 1/r12.
Result under test: at omega = 1 the singlet ground state is
    Psi = (1 + r12) exp(-(r1^2 + r2^2)/2), with E = 3,
and oscillator-basis CI approaches E with an error of order 1/shell.
Symbols: r = distance r12; N = highest radial number in the relative basis;
K = highest one-electron oscillator shell; D = 3 + sqrt(2 pi);
the predicted relative-basis error is 1/(4 D N) for large N.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal, toeplitz
from scipy.special import erf, eval_genlaguerre, eval_laguerre, gammaln, jv

E_EXACT = 3.0
EPS_EXACT = 2.0
D = 3 + np.sqrt(2 * np.pi)
C_LIMIT = 1 / (4 * D)


def interval_rule(upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return upper * (nodes + 1) / 2, upper * weights / 2


# Closed form: solve the radial conditions, then act with the full Hamiltonian.
rs, slope, omega, eps = sp.symbols("r a omega epsilon", positive=True)
envelope = sp.exp(-omega * rs**2 / 4)
trial = (1 + slope * rs) * envelope
residual = (-sp.diff(trial, rs, 2) - sp.diff(trial, rs) / rs
            + (omega**2 * rs**2 / 4 + 1 / rs - eps) * trial)
polynomial = sp.expand(sp.simplify(rs * residual / envelope))
conditions = sp.Poly(polynomial, rs).coeffs()
solutions = sp.solve(conditions, [slope, omega, eps], dict=True)
assert len(solutions) == 1
solution = solutions[0]
assert (solution[slope], solution[omega], solution[eps]) == (1, 1, 2)

coords = sp.symbols("x1 y1 x2 y2", real=True)
x1, y1, x2, y2 = coords
distance = sp.sqrt((x1 - x2)**2 + (y1 - y2)**2)
square_sum = sum(v**2 for v in coords)
psi_symbolic = (1 + distance) * sp.exp(-square_sum / 2)
local_energy = (-sum(sp.diff(psi_symbolic, v, 2) for v in coords)
                / (2 * psi_symbolic) + square_sum / 2 + 1 / distance)
local_values = []
for point in [(1, 2, -3, 1), (2, -1, 5, 3), (-4, 1, 2, 7)]:
    values = {v: sp.Rational(p, 5) for v, p in zip(coords, point)}
    local_values.append(float(sp.N(local_energy.subs(values), 30)))
assert np.allclose(local_values, E_EXACT, atol=1e-12, rtol=0)


# Independent radial finite-volume calculation, including the m = 1 triplet.
def radial_grid_energy(m, count=4000, upper=12.0):
    step = upper / count
    radius = (np.arange(count) + 0.5) * step
    diagonal = (2 / step**2 + radius**2 / 4 + 1 / radius
                + m**2 / radius**2)
    edge = np.arange(1, count) * step
    off = -edge / (step**2 * np.sqrt(radius[:-1] * radius[1:]))
    return eigh_tridiagonal(diagonal, off, select="i",
                            select_range=(0, 0), eigvals_only=True)[0]


grid_singlet = 1 + radial_grid_energy(0)
grid_triplet = 1 + radial_grid_energy(1)
# The grid has a second-order discretization error near the Coulomb cusp.
assert abs(grid_singlet - E_EXACT) < 1e-4
assert grid_triplet > grid_singlet + 0.1

# Relative oscillator functions, normalized with r dr.
r, wr = interval_rule(30.0, 600)
phi = np.array([eval_laguerre(n, r**2 / 2) * np.exp(-r**2 / 4)
                for n in range(61)])
psi_raw = (1 + r) * np.exp(-r**2 / 4)
norm_squared = np.sum(wr * r * psi_raw**2)
assert abs(norm_squared - D) < 1e-10
psi = psi_raw / np.sqrt(norm_squared)
repulsion = np.sum(wr * psi**2)
assert abs(repulsion - (2 + np.sqrt(2 * np.pi)) / D) < 1e-10

N_MAX = 1600
n_values = np.arange(N_MAX + 1)
a = np.ones(N_MAX + 1)
b = np.ones(N_MAX + 1)
for n in range(1, N_MAX + 1):
    a[n] = a[n - 1] * (n - 0.5) / n
    b[n] = b[n - 1] * (n - 1.5) / n
coefficients = np.sqrt(np.pi / 2) * b
coefficients[0] += 1
coefficients /= np.sqrt(D)
coefficients_quad = phi @ (wr * r * psi)
assert np.allclose(coefficients[:41], coefficients_quad[:41], atol=1e-9)
tail_ratio = coefficients[-1]**2 * 8 * D * N_MAX**3
assert abs(tail_ratio - 1) < 0.002

lower = toeplitz(a, np.zeros(N_MAX + 1))
coulomb = (lower * (np.sqrt(np.pi) * a)) @ lower.T / np.sqrt(2)
coulomb_quad = (phi * wr) @ phi.T
assert np.allclose(coulomb[:31, :31], coulomb_quad[:31, :31], atol=1e-9)


def relative_state(N, interaction=coulomb):
    matrix = interaction[:N + 1, :N + 1].copy()
    matrix[np.diag_indices(N + 1)] += 2 * np.arange(N + 1) + 1
    energy, vector = eigh(matrix, subset_by_index=[0, 0])
    return energy[0], vector[:, 0]


def relative_error(N):
    return relative_state(N)[0] - EPS_EXACT


# Exact error identity, with the full function integrated on the radial grid.
N_TEST = 10
energy_test, vector_test = relative_state(N_TEST)
psi_test = vector_test @ phi[:N_TEST + 1]
projected = coefficients[:N_TEST + 1] @ phi[:N_TEST + 1]
outside = psi - projected
identity_error = (-np.sum(wr * outside * psi_test)
                  / np.sum(wr * r * psi * psi_test))
assert abs(identity_error - (energy_test - EPS_EXACT)) < 1e-9

# Inequality <1/r> <= 2 ||u|| ||grad u||, including a saturating function.
test_functions = [
    (np.exp(-r), -np.exp(-r)),
    (np.exp(-r**2), -2 * r * np.exp(-r**2)),
    (psi_raw, (1 - r * (1 + r) / 2) * np.exp(-r**2 / 4)),
]
bound_ratios = []
for function, derivative in test_functions:
    size = np.sqrt(np.sum(wr * r * function**2))
    gradient = np.sqrt(np.sum(wr * r * derivative**2))
    bound_ratios.append(np.sum(wr * function**2) / (2 * size * gradient))
assert max(bound_ratios) <= 1 + 1e-10

# Large-N law: remove the expected 1/sqrt(N) relative correction.
large_N = [100, 400, 1600]
large_errors = np.array([relative_error(N) for N in large_N])
scaled = np.array(large_N) * large_errors
extrapolated = 2 * scaled[2] - scaled[1]
# Terms of relative order log(N)/N remain after this extrapolation.
assert abs(extrapolated / C_LIMIT - 1) < 0.005
large_exponent = np.log(large_errors[1] / large_errors[2]) / np.log(4)
assert abs(large_exponent - 1) < 0.05

# Removing the cusp must restore rapid convergence.
smooth = (phi * (wr * erf(r))) @ phi.T
smooth_error = relative_state(20, smooth)[0] - relative_state(60, smooth)[0]
coulomb_error = relative_error(20)
assert -1e-10 < smooth_error < 1e-6
assert coulomb_error > 1e-3

# Including one odd power of r must make a two-function basis exact.
gauss = np.exp(-r**2 / 4)
pair = np.array([gauss, r * gauss])
pair_derivative = np.array([-r * gauss / 2, (1 - r**2 / 2) * gauss])
pair_overlap = (pair * (wr * r)) @ pair.T
pair_h = ((pair_derivative * (wr * r)) @ pair_derivative.T
          + (pair * (wr * (r**3 / 4 + 1))) @ pair.T)
pair_energy = 1 + eigh(pair_h, pair_overlap, eigvals_only=True)[0]
assert abs(pair_energy - E_EXACT) < 1e-9

# Ordinary CI: one-electron orbitals (n,m) and (n',-m), zero total M.
K_MAX = 20
radius, w_radius = interval_rule(12.0, 200)
q, wq = interval_rule(20.0, 140)
bessel = [jv(l, np.outer(radius, q)) for l in range(2 * K_MAX + 1)]
orbitals = []
for m in range(K_MAX + 1):
    functions = []
    for n in range((K_MAX - m) // 2 + 1):
        norm = np.exp(0.5 * (np.log(2) + gammaln(n + 1)
                             - gammaln(n + m + 1)))
        functions.append(norm * radius**m * np.exp(-radius**2 / 2)
                         * eval_genlaguerre(n, m, radius**2))
    orbitals.append(np.array(functions))

labels = []
starts = {}
for m in range(-K_MAX, K_MAX + 1):
    starts[m] = len(labels)
    count = len(orbitals[abs(m)])
    labels.extend((m, n1, n2) for n1 in range(count) for n2 in range(count))
labels_array = np.array(labels)
shell1 = 2 * labels_array[:, 1] + abs(labels_array[:, 0])
shell2 = 2 * labels_array[:, 2] + abs(labels_array[:, 0])
ci_matrix = np.zeros((len(labels), len(labels)))
for m in range(-K_MAX, K_MAX + 1):
    left = orbitals[abs(m)]
    nl = len(left)
    for mp in range(m, K_MAX + 1):
        right = orbitals[abs(mp)]
        nr = len(right)
        density = (left[:, None, :] * right[None, :, :]
                   * (w_radius * radius)).reshape(nl * nr, -1)
        form = density @ bessel[abs(mp - m)]
        block = ((form * wq) @ form.T).reshape(nl, nr, nl, nr)
        block = block.transpose(0, 2, 1, 3).reshape(nl**2, nr**2)
        i, j = starts[m], starts[mp]
        ci_matrix[i:i + nl**2, j:j + nr**2] = block
        ci_matrix[j:j + nr**2, i:i + nl**2] = block.T
ci_matrix[np.diag_indices(len(labels))] += shell1 + shell2 + 2


def ci_state(mask):
    indices = np.flatnonzero(mask)
    energy, vector = eigh(ci_matrix[np.ix_(indices, indices)],
                          subset_by_index=[0, 0])
    return energy[0], vector[:, 0]


# Total-quanta CI must reproduce the separately built relative problem.
total_cut_energies = []
for quanta in [4, 10, 20]:
    energy, _ = ci_state(shell1 + shell2 <= quanta)
    reference = 1 + relative_state(quanta // 2)[0]
    assert abs(energy - reference) < 1e-8
    total_cut_energies.append((quanta, energy))

ci_results = []
for K in [0, 2, 4, 6, 10, 14, 20]:
    energy, vector = ci_state(np.maximum(shell1, shell2) <= K)
    low = 1 + relative_state(K)[0]
    high = 1 + relative_state(K // 2)[0]
    assert low - 1e-8 <= energy <= high + 1e-8
    ci_results.append((K, (K + 1) * (K + 2) // 2, energy))

# Exchange must leave the spatial ground-state vector unchanged.
position = {label: i for i, label in enumerate(labels)}
exchange = [position[(-m, n2, n1)] for m, n1, n2 in labels]
assert np.allclose(vector, vector[exchange], atol=1e-8)
errors_by_K = {K: energy - E_EXACT for K, _, energy in ci_results}
ci_exponent = np.log(errors_by_K[10] / errors_by_K[20]) / np.log(2)

TARGET = 1e-3
N_needed = next(N for N in range(1, 201) if relative_error(N) < TARGET)
K_low, K_high = N_needed, 2 * N_needed
orbitals_low = (K_low + 1) * (K_low + 2) // 2
orbitals_high = (K_high + 1) * (K_high + 2) // 2
hartree_j = constants.value("Hartree energy")
rydberg_j = constants.value("Rydberg constant times hc in J")

print("Energies below are in effective Hartree (Ha*) unless stated.")
print(f"omega from radial conditions: {float(solution[omega]):.1f} Ha*/hbar")
print(f"relative energy: {float(solution[eps]):.1f} Ha*")
print(f"total energy from local action: {np.mean(local_values):.10f} Ha*")
energy_ry = np.mean(local_values) * hartree_j / rydberg_j
print(f"total energy converted: {energy_ry:.8f} effective Ry")
print(f"radial-grid singlet energy: {grid_singlet:.6f} Ha*")
print(f"radial-grid lowest m=1 triplet energy: {grid_triplet:.6f} Ha*")
print(f"triplet minus singlet: {grid_triplet - grid_singlet:.5f} Ha*")
print(f"normalization D: {norm_squared:.6f} (dimensionless)")
print(f"mean Coulomb repulsion: {repulsion:.6f} Ha*")
print(f"largest tested inequality ratio: {max(bound_ratios):.8f}")
print(f"n^3 tail of c_n^2 / predicted tail, n=1600: {tail_ratio:.6f}")
print("Full CI: shell K, spatial orbitals, energy Ha*, error Ha*")
for K, count, energy in ci_results:
    print(f"  {K:2d}  {count:3d}  {energy:.8f}  {energy-E_EXACT:.8f}")
print(f"full-CI local exponent, K=10 to 20: {ci_exponent:.4f}")
print("Total-quanta CI: cutoff, energy Ha*")
for quanta, energy in total_cut_energies:
    print(f"  {quanta:2d}  {energy:.8f}")
print(f"exact identity error at N=10: {identity_error:.8f} Ha*")
print("Relative basis: N, error Ha*, N times error Ha*")
for N, error, product in zip(large_N, large_errors, scaled):
    print(f"  {N:4d}  {error:.9f}  {product:.7f}")
print(f"relative exponent, N=400 to 1600: {large_exponent:.5f}")
print(f"extrapolated N times error: {extrapolated:.7f} Ha*")
print(f"predicted limit 1/(4D): {C_LIMIT:.7f} Ha*")
print(f"Coulomb basis error at N=20: {coulomb_error:.7f} Ha*")
print(f"smooth-interaction error at N=20: {smooth_error:.3e} Ha*")
print(f"energy with two cusp-capable functions: {pair_energy:.10f} Ha*")
print(f"target error: {TARGET:.4f} Ha*")
print(f"relative N first below target: {N_needed}")
print(f"full-CI shell necessary at least: {K_low}")
print(f"full-CI shell sufficient: {K_high}")
print(f"corresponding spatial orbitals: {orbitals_low} to {orbitals_high}")
print("all assertions hold")
```

Printed output:

```
Energies below are in effective Hartree (Ha*) unless stated.
omega from radial conditions: 1.0 Ha*/hbar
relative energy: 2.0 Ha*
total energy from local action: 3.0000000000 Ha*
total energy converted: 6.00000000 effective Ry
radial-grid singlet energy: 3.000000 Ha*
radial-grid lowest m=1 triplet energy: 3.596498 Ha*
triplet minus singlet: 0.59650 Ha*
normalization D: 5.506628 (dimensionless)
mean Coulomb repulsion: 0.818401 Ha*
largest tested inequality ratio: 1.00000000
n^3 tail of c_n^2 / predicted tail, n=1600: 1.000469
Full CI: shell K, spatial orbitals, energy Ha*, error Ha*
   0    1  3.25331414  0.25331414
   2    6  3.03860458  0.03860458
   4   15  3.01760623  0.01760623
   6   28  3.01101998  0.01101998
  10   66  3.00615828  0.00615828
  14  120  3.00422363  0.00422363
  20  231  3.00284624  0.00284624
full-CI local exponent, K=10 to 20: 1.1135
Total-quanta CI: cutoff, energy Ha*
   4  3.02493793
  10  3.01022870
  20  3.00506235
exact identity error at N=10: 0.00506235 Ha*
Relative basis: N, error Ha*, N times error Ha*
   100  0.000477131  0.0477131
   400  0.000116612  0.0466449
  1600  0.000028780  0.0460476
relative exponent, N=400 to 1600: 1.00930
extrapolated N times error: 0.0454503 Ha*
predicted limit 1/(4D): 0.0453998 Ha*
Coulomb basis error at N=20: 0.0024852 Ha*
smooth-interaction error at N=20: 3.673e-13 Ha*
energy with two cusp-capable functions: 3.0000000000 Ha*
target error: 0.0010 Ha*
relative N first below target: 49
full-CI shell necessary at least: 49
full-CI shell sufficient: 98
corresponding spatial orbitals: 1275 to 4950
all assertions hold
```
